\section*{The Levinson Grain-Boundary Barrier from Gate-Induced Charge, and Its Limits}

\section{The form fixed by dimensions}

A grain boundary holds trapped electrons with charge $-\sigma$ per boundary area, where $\sigma=qN_t$ and $q>0$. Electrons withdraw from its neighbourhood and expose a positive charge density $\rho$ in a semiconductor of permittivity $\varepsilon_s$. If these are the only quantities that matter, the potential drop $\psi_B$ from grain interior to boundary must be a product $\sigma^a\rho^b\varepsilon_s^c$. The units are C/m$^2$ for $\sigma$, C/m$^3$ for $\rho$ and C/(V\,m) for $\varepsilon_s$. Matching volts, coulombs and metres gives
\begin{equation}
-c=1,\qquad a+b+c=0,\qquad -2a-3b-c=0 .
\end{equation}
Thus $c=-1$, $a=2$, $b=-1$, and
\begin{equation}
\psi_B=\text{number}\times\frac{\sigma^2}{\varepsilon_s\rho}.
\label{dim}
\end{equation}
The barrier is inversely proportional to the exposed charge density. If a gate supplies that density in proportion to its overdrive $V$, the barrier varies as $1/V$. Dimensions do not give the number, and they do not show that gate charge may replace dopants. Temperature and overdrive also add the ratios $kT/(q\psi_B)$ and $\psi_B/V$, on which the number may depend.

\section{Assumptions and conventions}

The film has thickness $t$ and lies on a gate insulator of thickness $d$, permittivity $\varepsilon_i$ and capacitance per area $C=\varepsilon_i/d$. A planar boundary at $x=0$ crosses the whole film. The electrostatic potential is $-\psi(x)$, with $\psi=0$ in the grain interior, so that $\psi>0$ raises the electron energy by $q\psi$. The barrier energy is $E_B=q\psi_B$ with $\psi_B=\psi(0)$, and $u=kT/q$.

The overdrive $V$ is defined by the free sheet density of an uninterrupted grain, $n_s=CV/q$. It is therefore measured from the extrapolated gate voltage at which such a grain would be empty. The assumptions are:

\begin{itemize}
\item[(A1)] The $N_t$ traps per boundary area are filled, and their charge is smooth over the boundary plane.
\item[(A2)] The grain is long enough to have a neutral interior.
\item[(A3)] The potential is nearly uniform through the film depth, and the electrons are non-degenerate and in equilibrium along $x$.
\item[(A4)] The gate acts on each film slice as a parallel-plate capacitor, and no flux leaves through the top.
\end{itemize}

\section{The bulk barrier}

\textbf{Lemma 1.} In a uniformly doped grain of density $N$, with no electrons for $|x|<w$ and neutrality beyond,
\begin{equation}
w=\frac{N_t}{2N},\qquad \psi_B=\frac{qN_t^2}{8\varepsilon_sN}.
\label{bulk}
\end{equation}

\textit{Proof.} The positive charge exposed on both sides balances the traps, so $2wN=N_t$. For $0<x<w$ the potential $-\psi$ obeys Poisson's equation, $-\psi''=-qN/\varepsilon_s$, hence $\psi''=qN/\varepsilon_s$. The field and the drop vanish at $x=w$. Integrating twice from there,
\begin{equation}
\psi'(x)=-\frac{qN}{\varepsilon_s}(w-x),\qquad
\psi(x)=\frac{qN}{2\varepsilon_s}(w-x)^2 .
\end{equation}
At $x=0$ this is $qNw^2/(2\varepsilon_s)$, and $w^2=N_t^2/(4N^2)$ gives (\ref{bulk}). $\square$

The number in (\ref{dim}) is therefore $1/8$ in the depletion approximation.

\section{Why gate charge can act as doping}

A gated film need not contain ionized donors. The positive charge that balances its electrons sits on the gate, outside the film, so the replacement of $N$ needs a reason.

\textbf{Lemma 2.} Under (A1)--(A4), for $x>0$,
\begin{equation}
\varepsilon_s t\,\psi''=C(V+\psi)-CV e^{-\psi/u},
\qquad \psi'(0^+)=-\frac{qN_t}{2\varepsilon_s}.
\label{slice}
\end{equation}

\textit{Proof.} Apply Gauss's law to a slice of length $dx$, per unit width. The potential is $-\psi$, so the lateral displacement is $\varepsilon_s\psi'$, and the net lateral outflow is $\varepsilon_s t\psi''dx$. The flux entering from the gate is $C(V+\psi)dx$, because lowering the film potential by $\psi$ increases the voltage across the insulator. The enclosed charge is $-qn\,dx$, with $n$ the local sheet density. Outflow minus inflow equals enclosed charge:
\begin{equation}
\varepsilon_s t\psi''-C(V+\psi)=-qn .
\end{equation}
Equilibrium gives $n=(CV/q)e^{-\psi/u}$, which yields the differential equation. At the boundary the displacement jumps by the trap charge, $\varepsilon_s[\psi'(0^+)-\psi'(0^-)]=-qN_t$. By symmetry $\psi'(0^-)=-\psi'(0^+)$, so each side carries half. $\square$

Where the electrons are gone and $\psi\ll V$, the right side of (\ref{slice}) is the constant $CV$. Division by $t$ gives the equation of Lemma 1 with
\begin{equation}
N=\frac{CV}{qt}.
\label{replace}
\end{equation}
The gate flux that formerly ended on electrons now turns sideways through the film and ends on the boundary traps. It does the work of a fixed positive background.

\section{The theorem}

\textbf{Theorem.} Define the Levinson barrier potential
\begin{equation}
\psi_L=\frac{q^2N_t^2t}{8\varepsilon_sCV},\qquad
E_L=q\psi_L=\frac{q^3N_t^2t}{8\varepsilon_sCV}.
\label{lev}
\end{equation}
Under (A1)--(A4) the barrier is the unique positive solution of
\begin{equation}
\psi_L=\psi_B+\frac{\psi_B^2}{2V}-u\left(1-e^{-\psi_B/u}\right).
\label{full}
\end{equation}
If $u/\psi_L\to0$ and $\psi_L/V\to0$, then $\psi_B/\psi_L\to1$.

\textit{Proof.} Multiply (\ref{slice}) by $\psi'$. The left side becomes the derivative of $\varepsilon_st\psi'^2/2$. Integrate from the interior, where $\psi=\psi'=0$. The three terms on the right contribute
\begin{align}
\int_0^\psi CV\,ds&=CV\psi,\qquad \int_0^\psi Cs\,ds=\tfrac12C\psi^2,\\
-\int_0^\psi CVe^{-s/u}ds&=-CVu\left(1-e^{-\psi/u}\right).
\end{align}
Therefore
\begin{equation}
\frac{\varepsilon_st}{2}\psi'^2=CV\psi+\frac{C\psi^2}{2}-CVu\left(1-e^{-\psi/u}\right).
\end{equation}
At $x=0^+$ the left side is
\begin{equation}
\frac{\varepsilon_st}{2}\,\frac{q^2N_t^2}{4\varepsilon_s^2}=\frac{q^2N_t^2t}{8\varepsilon_s}=CV\psi_L .
\end{equation}
Division by $CV$ gives (\ref{full}). Its right side vanishes at $\psi_B=0$, has derivative $1+\psi_B/V-e^{-\psi_B/u}>0$ for $\psi_B>0$, and grows without bound, so there is one positive solution.

For the limit, rearrange (\ref{full}):
\begin{equation}
\psi_B-\psi_L=u\left(1-e^{-\psi_B/u}\right)-\frac{\psi_B^2}{2V}.
\label{error}
\end{equation}
The first term lies between $0$ and $u$, so $\psi_B<\psi_L+u$. The second is then smaller than $(\psi_L+u)^2/(2V)$. Divided by $\psi_L$, both vanish in the stated limit. $\square$

Equation (\ref{error}) shows two opposing corrections. The electron tail at the edge of the depletion region cancels part of the positive charge there. The same trap charge must then be balanced over a longer distance, and the barrier rises by about $kT$. The gate response works the other way: a lower film potential draws more flux from the gate, shortens the depletion region and lowers the barrier.

\textbf{Corollary (cold electrons, any overdrive).} Dropping the terms in $u$ leaves $\psi_B^2+2V\psi_B-2V\psi_L=0$, whose positive root is
\begin{equation}
\psi_B=V\left(\sqrt{1+\frac{2\psi_L}{V}}-1\right).
\label{gate}
\end{equation}
For $\psi_L\ll V$ the expansion $\sqrt{1+z}=1+z/2-z^2/8+\dots$ gives $\psi_B=\psi_L-\psi_L^2/(2V)+\dots$. In the opposite limit,
\begin{equation}
\psi_B\to\sqrt{2V\psi_L}=\frac{qN_t}{2}\sqrt{\frac{t}{\varepsilon_sC}}\qquad(V\to0).
\end{equation}
The overdrive cancels. Within this model the barrier of an isolated boundary saturates, while the $1/V$ law would diverge.

A case with $V=1.5$ V and $\psi_L=0.972$ V shows the size of this effect. Equation (\ref{gate}) gives 0.773 V, and a numerical solution of (\ref{slice}) with nearly cold electrons also gives 0.773 V. This is a test for an isolated boundary; the 50 nm grains considered below could not stay neutral at that overdrive.

\section{When the grain has a neutral interior}

At leading order (A2) requires $2w<L$, with $L$ the grain length. Equations (\ref{bulk}) and (\ref{replace}) give
\begin{equation}
w=\frac{qN_tt}{2CV},\qquad
V>V_{\rm fill}=\frac{qN_tt}{CL}.
\label{fill}
\end{equation}
The condition says that the gate must induce more electrons per grain than its boundary can trap. The change is gradual: near $V_{\rm fill}$ the grain centre is already partly depleted. Well below $V_{\rm fill}$ the traps cannot all be filled while the interior stays populated, and (\ref{lev}) does not apply. The voltage at which a polycrystalline transistor starts to conduct well can thus lie above the zero of $V$ used here. Inserting an overdrive counted from that later voltage would change the inferred barrier law.

\section{Two geometrical conditions}

\textbf{Depth.} Where electrons are absent, the gate flux $CV$ enters at the bottom of the film and turns sideways. If it does so uniformly, the vertical field falls linearly from $CV/\varepsilon_s=qNt/\varepsilon_s$ to zero at the top. The potential difference through the film is then
\begin{equation}
\Delta_\perp=\frac{qNt^2}{2\varepsilon_s}=\psi_L\left(\frac tw\right)^2,
\label{depth}
\end{equation}
since $\psi_L=qNw^2/(2\varepsilon_s)$. A depth-independent barrier therefore requires $t\ll w$.

\textbf{Sideways leakage.} Consider a small potential variation $\phi_k\cos kx$ in a thin film. In the insulator, with the gate held fixed at $y=-d$, Laplace's equation gives the profile $\sinh[k(y+d)]/\sinh(kd)$. Above the film, in a thick medium of permittivity $\varepsilon_t$, the profile is $e^{-ky}$. Adding the fluxes into these media to the lateral flux in the film gives the sheet charge needed to sustain the variation:
\begin{equation}
\delta\sigma_k=\left[\varepsilon_stk^2+\varepsilon_ik\coth(kd)+\varepsilon_tk\right]\phi_k .
\label{leak}
\end{equation}
For $kd\ll1$ the second term tends to $\varepsilon_i/d=C$, the gate response used in (A4). For $kd\gg1$ it tends to $\varepsilon_ik$, which is larger than $C$. The film term then dominates only if $k^{-1}\ll\ell$, where
\begin{equation}
\ell=\frac{\varepsilon_st}{\varepsilon_i+\varepsilon_t}.
\end{equation}
Taking $k^{-1}\sim w$, the two conditions read
\begin{equation}
t\ll w\ll\ell .
\label{window}
\end{equation}
For an insulator thicker than $w$, this window is open only if $\varepsilon_s\gg\varepsilon_i+\varepsilon_t$. An ordinary semiconductor film on an ordinary oxide does not meet that condition well.

\section{Worked example}

The parameters are rough values for a bottom-gate polycrystalline-oxide thin-film transistor on a silicon-dioxide-like insulator: $t=5$ nm, $L=50$ nm, $d=100$ nm, relative permittivities 9 (film), 3.9 (insulator) and 1 (above), $N_t=5\times10^{12}$ cm$^{-2}$, effective mass $m=0.3$ electron masses and $T=300$ K. The capacitance is 34.5 nF/cm$^2$. At $V=5$ V,
\begin{align}
n_s&=\frac{CV}{q}=1.08\times10^{12}\ {\rm cm^{-2}},\\
N&=\frac{n_s}{t}=\frac{1.08\times10^{12}}{5\times10^{-7}}\ {\rm cm^{-3}}=2.16\times10^{18}\ {\rm cm^{-3}},\\
w&=\frac{5\times10^{12}}{2(2.16\times10^{18})}\ {\rm cm}=11.6\ {\rm nm}.
\end{align}
Equation (\ref{lev}), written as $\psi_L=qN_tw/(4\varepsilon_s)$, gives $E_L=0.29$ eV. The filling voltage is $V_{\rm fill}=V(2w/L)=5(23.2/50)=2.3$ V, less than half the overdrive, so the grain has a nearly neutral interior.

Numerical solutions of (\ref{slice}) with all traps held filled support this criterion. At $2V_{\rm fill}$ the electron density at the grain centre is 0.99 of its uninterrupted value. At $0.7V_{\rm fill}$ it is about $4\times10^{-9}$ of that value; in a real film traps would then empty unless their levels lay more than about 1.1 eV below the local band edge.

The table compares (\ref{lev}) with the full slice result (\ref{full}) and with a two-dimensional Poisson solution of the film, insulator and space above. In two dimensions the barrier is $kT$ times the logarithm of the ratio of sheet densities at grain centre and boundary. That calculation keeps classical electrons and smooth, filled traps. Halving the number of grid cells in each direction changes its 5 V barrier by 0.003 eV, so the last digit in that column is uncertain.

\begin{center}
\begin{tabular}{cccc}
$V$ (V) & $E_L$ (eV) & slice (eV) & 2D (eV)\\
5 & 0.292 & 0.308 & 0.222\\
10 & 0.146 & 0.170 & 0.130\\
20 & 0.073 & 0.098 & 0.070
\end{tabular}
\end{center}

At 5 V the Levinson value is about 30\% above the two-dimensional one, relative to the latter. Here $\ell=9.2$ nm is smaller than $w$, so (\ref{window}) fails. To isolate the leakage, the insulator thickness and permittivity were both reduced fifty-fold at fixed $C$, and the relative permittivity above the film was set to 0.001. The two-dimensional barrier rose to 0.307 eV, almost the slice value. Leakage through the dielectrics therefore causes nearly all of the gap between the slice and two-dimensional barriers at 5 V.

A second comparison raises the film's relative permittivity to 300 and scales $N_t$ by $\sqrt{300/9}$, which keeps $E_L$ fixed. By (\ref{bulk}) $w$ grows 5.8 times, while $\ell$ grows 33 times. In a grain long enough to stay neutral, the barrier is 0.293 eV in the ordinary surroundings, 5\% below the slice value. With leakage suppressed it is 0.308 eV, equal to the slice value at this precision. The window (\ref{window}) is thus a real regime, but not that of the example.

The close agreement between the Levinson and two-dimensional values at 20 V does not confirm the simple model. There $w=2.9$ nm is less than $t$, so the flux cannot turn sideways uniformly and (\ref{depth}) is only a rough guide. Its value, about three times $\psi_L$, shows that the potential can no longer be treated as uniform through the film. The electron tail, omitted from $E_L$, raises the slice barrier by 0.025 eV, and two-dimensional effects lower it by 0.028 eV. The two errors nearly cancel. How the latter divides between leakage and depth was not separated at 20 V.

The overdrive dependence is also weaker than $1/V$. Doubling $V$ from 5 to 10 V divides the two-dimensional barrier by 1.7, and doubling it again divides it by 1.9, where (\ref{lev}) predicts 2 each time.

\section{Consequences for real films}

If thermal emission over the boundary limits conduction, the relevant factor is $e^{-E_B/kT}$. At 5 V it is $1.3\times10^{-5}$ for the Levinson barrier and about fourteen times larger for the two-dimensional one. A 0.07 eV error is modest as an energy but large in a current. Conversely, (\ref{lev}) gives $N_t\propto\sqrt{E_B}$ at fixed $V$, $t$, $C$ and $\varepsilon_s$. Inserting the two-dimensional barrier at 5 V would return a trap density too low by 13\%.

Tunnelling acts in the same direction. For the parabolic barrier of Lemma 1, the semiclassical transmission at the energy of the grain band edge is $e^{-S}$, with
\begin{equation}
S=4\int_0^w\frac{\sqrt{2mq\psi(x)}}{\hbar}\,dx
=\frac{4\sqrt{2mq\psi_L}}{\hbar}\int_0^w\left(1-\frac xw\right)dx
=\frac{2w\sqrt{2mq\psi_L}}{\hbar}.
\end{equation}
The factor 4 combines the two sides of the barrier with the squared amplitude. At 5 V, $S=35$, far above $E_L/kT=11$, so band-edge electrons contribute little. Electrons nearer the top do contribute. Averaging the transmission over thermal energies multiplies the over-barrier current by 5.2, equivalent to lowering the barrier by $kT\ln5.2=0.043$ eV. This was computed for the Levinson barrier, not the two-dimensional one, so the two reductions should not simply be added.

Filled traps must also lie deep enough. With the Levinson barrier, a trap level 0.32 eV below the local edge of the lowest subband coincides with the Fermi level at 5 V and is half filled, apart from spin degeneracy. With hard walls that subband lies $\pi^2\hbar^2/(2mt^2)=0.05$ eV above the band edge, so the level is about 0.27 eV below the band edge itself. Assumption (A1) needs levels several $kT$ deeper. Degeneracy is minor at 5 V, where in the lowest subband it shifts the Fermi level by 0.004 eV, but it grows with overdrive and is no longer negligible beside the small barrier at 20 V. The hard-wall estimate of the first subband spacing, $3\pi^2\hbar^2/(2mt^2)=0.15$ eV, is nearly six times $kT$, so the classical depth profile is itself approximate.

The dimensions of the example are illustrative and do not describe a particular device. Trap densities vary widely with processing, and since $E_L\propto N_t^2$ this uncertainty can outweigh every correction above. The insulator field is 0.5 MV/cm at 5 V and 2 MV/cm at 20 V, below the rough 10 MV/cm breakdown field of good silicon dioxide. Among the idealizations evaluated at 5 V, confinement of the field to the film costs most: removing it takes the slice barrier from 0.31 to 0.22 eV. Smooth trap charge is a further idealization. For a square array of charges with density $N_t$ in a uniform medium, the electron energy at the centre of each square of four charges lies $1.62\,q^2\sqrt{N_t}/(4\pi\varepsilon_s)\approx0.06$ eV below the smooth-charge value. The spacing of that array, $N_t^{-1/2}=4.5$ nm, is about the film thickness, so the boundary holds only about one row of charges and the array gives no more than the scale of the effect. That scale is comparable with $kT$, so individual charges may matter already at 5 V; the size depends on where they sit in the film depth, and their effect on the current was not computed.

The $1/V$ law is therefore a sound leading-order result inside (\ref{window}), for $kT\ll E_L\ll qV$ and $V$ well above $V_{\rm fill}$. In the example, which lies outside that window, it still gives the scale and trend of the barrier between 5 and 20 V. The error from leakage depends on $w/\ell$ and on the insulator thickness, so it must be estimated afresh for another film before a trap density is extracted. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 300 K; kT: 0.0259 eV
Film thickness: 5.0 nm; grain: 50 nm
Insulator thickness: 100 nm
Relative permittivity film: 9.0
Relative permittivity insulator, top: 3.9, 1.0
Effective mass: 0.30 electron masses
Filled traps: 5.00e+12 cm^-2
Gate capacitance: 34.53 nF/cm^2
Main overdrive: 5.0 V
Sheet density: 1.078e+12 cm^-2
Equivalent volume density: 2.155e+18 cm^-3
Depletion width per side: 11.60 nm
Levinson barrier: 0.2915 eV
Levinson Boltzmann factor: 1.267e-05
Cold 1D numerical barrier: 0.2916 eV
Cold 1D numerical width: 11.57 nm
Full 1D formula: 0.3079 eV
Full 1D numerical barrier: 0.3079 eV
Grain filling voltage: 2.320 V
Centre density ratio at 2.0 V_fill: 0.9918
Centre density ratio at 0.7 V_fill: 4.13e-09
Gate-response test overdrive (isolated boundary): 1.5 V
  Levinson barrier: 0.9717 eV
  gate-corrected formula: 0.7727 eV
  cold numerical barrier: 0.7728 eV
Overdrive (V): Levinson, full 1D, 2D barriers (eV)
  5: 0.2915, 0.3079, 0.2224
  10: 0.1458, 0.1701, 0.1301
  20: 0.0729, 0.0979, 0.0697
2D barrier on coarser grid, 5 V: 0.2197 eV
2D barrier with leakage suppressed, 5 V: 0.3070 eV
Leakage length: 9.18 nm
High-permittivity test film: 300 (relative)
  scaled trap density: 2.887e+13 cm^-2
  2D barrier, ordinary surroundings: 0.2926 eV
  2D barrier, leakage suppressed: 0.3079 eV
WKB exponent at grain band edge: 35.15
Tunnelling current gain: 5.22
Tunnelling barrier lowering: 0.0427 eV
Degeneracy shift of Fermi level: 0.0044 eV
First subband spacing: 0.150 eV
Trap depth needed below band edge: 0.316 eV
Trap spacing along boundary: 4.00 nm
Insulator field at 5 V: 0.50 MV/cm
Insulator field at 20 V: 2.00 MV/cm
\end{verbatim}
